Why microwaves ionise alkali Rydberg atoms at lower fields than hydrogen

In a 20 GHz field with small random delays between half-cycles, a model alkali atom that starts in n = 15 is half ionised at an amplitude of about 1.9 kV/cm (about 2.05 kV/cm if the field is strictly periodic). Classical trajectories along the field axis, standing in for the corresponding extreme state of hydrogen, give a threshold of 13.2 kV/cm, higher by a factor close to 7 (6.8 when interpolated on the coarse field grid used below). Both electrons are bound by nearly the same energy, and about ninety photons would be needed even to reach n = 16. Most of this factor has to come from the small ionic core; the classical hydrogen value leaves out tunnelling, which would make the factor smaller. These notes separate what the Stark effect, the core, the time dependence, the repetition and the final barrier contribute, and then weigh them.

Atomic units are used. The field is F(t) = F0 sin ωt along z, its energy is +Fz, and m = 0. The field is slow, ωn³ ≪ 1; here ωn³ = 0.0103.

**1. The Stark effect alone: where the manifolds meet**

Use ξ = r + z and η = r − z, and write ψ = u(ξ)v(η). Multiplying the hydrogen equation by −(ξ+η)/2 separates it:

(ξu′)′ + (Eξ/2 + Z₁ − Fξ²/4)u = 0
(ηv′)′ + (Eη/2 + Z₂ + Fη²/4)v = 0
Z₁ + Z₂ = 1

Put E = −κ²/2 and x = κξ. At F = 0 the solutions are u = e^(−x/2) L_n₁(x), with Z₁ = κ(n₁+½), and likewise Z₂ = κ(n₂+½). Their sum gives κ = 1/n, with n = n₁+n₂+1.

To first order the field changes Z₁ by F⟨ξ²⟩/4 and Z₂ by −F⟨η²⟩/4. The recurrence

xL_j = (2j+1)L_j − (j+1)L_(j+1) − jL_(j−1)

gives ⟨x²⟩ = (2j+1)² + (j+1)² + j² = 6j² + 6j + 2. With k = n₁ − n₂, the difference of the two averages is 6(n₁−n₂)(n₁+n₂+1) = 6kn, so Z₁ + Z₂ = 1 becomes

κn + (3/2)Fkn/κ² = 1.

Setting κ = 1/n + ε gives ε = −(3/2)kn²F. The energy change is −κε, hence

E = −1/(2n²) + (3/2)nkF,  k = −(n−1), −(n−3), …, n−1.

The top level of manifold n has k = n−1, and the bottom level of manifold n+1 has k = −n. They approach with slope difference

(3/2)n(n−1) + (3/2)(n+1)n = 3n².

Their zero-field separation is ½[1/n² − 1/(n+1)²] = (2n+1)/[2n²(n+1)²]. Dividing by 3n² gives the first crossing:

Fc = (2n+1)/[6n⁴(n+1)²] → 1/(3n⁵) for large n.

For n = 15, Fc = 31/(6·15⁴·16²) = 3.99×10⁻⁷, against 4.39×10⁻⁷ from the large-n form.

This meeting does not by itself move a hydrogen electron. The separated equations define one energy curve for each pair (n₁, n₂), and nothing in them links different curves. Where two curves meet, both solutions exist with different node numbers, so the levels cross instead of repelling (tunnelling widths are ignored). In the linear Stark model k and n are then constants of the motion, even when F depends on time. Direct dipole transitions between manifolds are left out; they are far off resonance in a slow field.

**2. The core alone: how strongly the crossing opens**

An alkali core acts only near the nucleus. For a weak s-wave core, its matrix elements are therefore proportional to the hydrogenic amplitudes at r = 0. These follow from the normalisation. The volume element is (ξ+η)/4 dξ dη dφ, and ⟨x⟩ = 2j+1, so with u(0) = v(0) = 1 and ψ = Nuv,

1 = N²(π/2)n³[(2n₁+1) + (2n₂+1)] = N²πn⁴,  |ψ(0)|² = 1/(πn⁴).

All n parabolic states have this same density at the origin. Added up, they give 1/(πn³), which must belong to the ns state, since no other l reaches the origin. Each parabolic state thus has s weight 1/n.

A quantum defect δ changes the ns energy to −1/[2(n−δ)²] ≈ −1/(2n²) − δ/n³. A contact interaction −gψ*(0)ψ(0) reproduces this shift if g/(πn³) = δ/n³, that is, g = πδ. With wave functions chosen positive at the origin, the coupling between states of n and n′ is

−πδ/√(πn⁴·πn′⁴) = −δ/(n²n′²).

At the first crossing its size is V = δ/[n²(n+1)²]. Two levels with diabatic separation Δ and coupling V are separated by √(Δ²+4V²), so the crossing becomes a gap of 2V.

A diagonalisation of the full Stark problem for n = 10 and 11 checks both statements. Without a core, the smallest separation found is 8×10⁻¹¹. A short-range core with δ = 0.0443 opens a gap of 6.80×10⁻⁶. The formula gives 2·0.0443/(100·121) = 7.33×10⁻⁶, which is 8% above the computed gap. The formula omits the other levels and the distortion of the states by the field; their shares in the difference were not computed.

**3. One passage: the gap must be neither closed nor too wide**

Near the crossing, let the diabatic separation be αt, with α = 3n²|dF/dt|. With the diagonal phases removed, the amplitudes obey

ia′ = V e^(−iαt²/2) b,  ib′ = V e^(iαt²/2) a.

Differentiating the first and eliminating b gives

a″ + iαt a′ + V²a = 0.

For large |t| there is a solution with slowly varying amplitude, for which a″ is negligible and a′/a = iV²/(αt). The other solution behaves as e^(−iαt²/2)/t and is absent at the start. Follow a from −∞ to +∞ along a large semicircle in the lower half of the complex t plane. On the first half of this path the absent solution is the dominant one and stays absent. On the second half it is subdominant, and at the end it vanishes as 1/t. The slow solution can therefore be followed throughout. On this path ∫dt/t = iπ, so a is multiplied by exp(−πV²/α). The probability of changing manifold is

p = 1 − exp(−2πV²/α).

For a sinusoidal field at the crossing, |dF/dt| = ω√(F0² − Fc²).

The worked model uses core strength c = 0.2 in place of δ. For n = 15,

V = 0.2/(15²·16²) = 3.47×10⁻⁶.

At F0 = 1.5Fc, with ω = 3.04×10⁻⁶,

α = 675 · 3.04×10⁻⁶ · 3.99×10⁻⁷ · √1.25 = 9.15×10⁻¹⁰,
2πV²/α = 0.083,  p = 0.080.

Direct propagation of the two levels gives the same 0.080.

In each half-cycle the field passes the crossing twice, on its way up and on its way down. If the phase between the passages is averaged, the electron ends in the other manifold with probability

p(1−p) + (1−p)p = 2p(1−p) = 0.15.

This vanishes in two opposite limits. For p → 0 the levels cross as in hydrogen. For p → 1 the electron changes manifold on the way up and changes back on the way down. With V ≈ δ/n⁴ and F0 somewhat above 1/(3n⁵), the exponent is of order 2πδ²/(ωn⁵). Within this weak-core formula, which needs a small δ, a larger δ, a lower frequency or a lower n therefore leads towards the second limit.

**4. Repetition: small steps become a climb**

A single step reaches only n+1. The next crossing, however, needs less field, because Fc falls nearly as n⁻⁵: from n = 15 to 16 it falls to 0.73 of its value, close to (15/16)⁵ = 0.72. A field that opens the first rung has already opened the later ones.

A step upward lands the electron at the bottom of the new manifold, whereas the next step starts from the upper levels, and needs the least field from the top one. Field reversal can supply the turn. At fixed k, the energy shift (3/2)nkF changes sign with F, so a bottom state becomes a top state half a cycle later. Near F = 0 the core also mixes different k. This has a limit of its own. If the core is so strong, or the field so slow, that the lowest level is followed adiabatically through F = 0, the electron passes through the split-off s state and stays at the bottom. Too strong a core can thus block the turn as well as the double passage.

The worked model is already close to this limit. At F = 0 the lowest level of manifold n meets the n−1 others, with coupling V = c/n⁴ and slope differences 3nj, j = 1, …, n−1. Its probability of keeping k is the product of the factors exp(−2πV²/α_j), with α_j = 3njωF0. For n = 16 and F0 = Fc of n = 15, the exponents add up to 1.0·(1 + 1/2 + … + 1/15) = 3.3, which leaves a probability of about 0.04 for an ideal linear sweep. Most single reversals therefore do not carry the electron from bottom to top; the many repetitions give it further chances.

To combine these effects, the ladder model uses the linear Stark energies and the coupling −c/(n²n′²) between all states, including those within one manifold. It starts in the extreme state k = n−1 and runs for 1500 half-cycles. After each half-cycle, population in field-free manifolds with 1/(9n⁴) < F0 counts as ionised. This is a simplification, since not every state of such a manifold is equally easy to ionise. Random field-free delays of up to 0.05 period at the zeros of F remove the phase memory between manifolds, as an imperfectly regular source might. For n = 15, the results are:

F0/Fc | leaving n = 15 per half-cycle | ionised, delays | ionised, periodic
0.8 | 2.0×10⁻⁷ | 0.0004 | 0.0000
0.9 | 3.7×10⁻⁵ | 0.11 | 0.006
1.0 | 0.017 | 0.98 | 0.60
1.2 | 0.117 | 0.999 | 0.93

These values use the manifolds n = 14 to 25 and depend on that choice: with n = 12 to 27 the loss at 0.9Fc becomes 2.8×10⁻⁵ and the ionised fraction with delays 0.07, while at Fc the loss becomes 0.015 and the periodic fraction 0.50. The second column is an average over all states of the manifold. Between 0.9 and 1.0 Fc it rises by a factor of about 470, and the atom goes from mostly surviving to mostly ionised. At Fc the average loss per half-cycle is still only 2%, because most states of the manifold do not reach a crossing; the extreme state, in which the atom starts, loses far more. Ionisation nevertheless takes many half-cycles, since the electron has to climb several rungs: even at 1.2Fc only 4% is ionised after ten.

Some ionisation occurs just below Fc. At 0.9Fc the two extreme levels still miss each other at the field maximum by 3n²·0.1Fc = 2.7×10⁻⁵, about nine photon energies. Levels that only approach each other for a finite time can still exchange some population, and over many half-cycles even a small transfer adds up.

The periodic runs ionise less at every listed field. Their values vary irregularly with F0: for n = 15 the fraction is 0.44 at 0.99Fc, 0.60 at Fc and 0.50 at 1.01Fc. For n = 12 at F0 = Fc the fractions are 0.35 when periodic and 0.93 with delays. In these runs, strict periodicity therefore hinders the climb.

The climb can be followed at F0 = 1.2Fc:

half-cycles | n ≤ 15 | n = 16–18 | n ≥ 19, bound | ionised
10 | 0.40 | 0.46 | 0.10 | 0.04
100 | 0.10 | 0.10 | 0.04 | 0.75

Removing the n = 16 manifold tests whether the rung matters. The next way up is then the crossing of n = 15 with n = 17, at

F = ½(1/15² − 1/17²)/[(3/2)(15·14 + 17·16)] = 4.92×10⁻⁴/723 = 6.8×10⁻⁷ = 1.7Fc.

This lies above the applied 1.2Fc. The ionised fraction falls from 0.999 to 6×10⁻⁵. Coupling to higher manifolds is still present, but without the intermediate crossing it does not ionise the atom.

**5. The barrier: the end of the climb, and hydrogen's whole task**

On the downhill side of the nucleus, at distance x, the potential is −1/x − Fx. Its maximum lies at x = F^(−1/2) and has height −2√F. The lowest Stark state stretches towards this saddle. With n(n−1) ≈ n², its energy reaches the saddle when

−1/(2n²) − (3/2)n²F = −2√F.

Multiply by −2n² and put s = n²√F:

1 + 3s² = 4s,  (3s − 1)(s − 1) = 0.

A rising field meets the smaller root first, s = 1/3, so

F = 1/(9n⁴).

This uses the linear energy at a field where it is no longer accurate. A classical estimate avoids that step. For motion along the axis in a slow field, the action ∮p dx is conserved. At F = 0, the substitution x = 2n² sin²θ gives ∮p dx = 8n∫₀^(π/2) cos²θ dθ = 2πn. At the saddle energy,

−2√F + 1/x + Fx = (1/√x − √(Fx))²,

so the momentum is p = √2(1/√x − √(Fx)), and

∮p dx = 2√2 ∫₀^(1/√F) (x^(−1/2) − √F x^(1/2)) dx
= 2√2 (2 − 2/3) F^(−1/4) = (8√2/3) F^(−1/4).

Equating this to 2πn gives

F = [4√2/(3πn)]⁴ = 1024/(81π⁴n⁴) = 0.130/n⁴.

Trajectories followed through one half-cycle of the oscillating field at ωn³ = 0.0103 also give 0.130. Further half-cycles were not run; as long as the action is conserved, they should change little. The linear estimate, 0.111, is 14% below this value. Both omit tunnelling, which over many half-cycles would lower the threshold noticeably. The factor 6.8 therefore refers to the classical hydrogen threshold and would shrink if tunnelling were included.

Hydrogen must meet this condition at its original n. The alkali electron meets it only after climbing. If the field is 1/(3n⁵), the climb ends near the n_i for which 1/(9n_i⁴) = 1/(3n⁵):

n_i = (n⁵/3)^(1/4) = 22.4 for n = 15.

In the model, the lowest manifold counted as ionised is n = 23 at F0 = Fc and n = 22 at 1.2Fc.

**6. Weighing the contributions**

The two leading laws differ by

[1/(9n⁴)]/[1/(3n⁵)] = n/3,

which is 5 for n = 15. The remainder of the factor 6.8 comes from corrections to both laws. The interpolated alkali threshold is 0.86 of 1/(3n⁵). Of this, 0.91 comes from using the finite-n crossing Fc, and 0.945 from ionisation setting in slightly below Fc. The hydrogen threshold is 0.130/0.111 = 1.17 times the linear estimate. Together,

5 · (1/0.86) · 1.17 = 6.8.

The last digit depends on linear interpolation across a steep rise. The rise is not linear: field steps of 0.02Fc put half ionisation near 0.92Fc instead of 0.945Fc, that is at 1.89 kV/cm, and the factor near 7.0. Half ionisation anywhere between 0.9 and 1.0 Fc would give a factor between 6.4 and 7.1.

The Stark effect thus sets the field scale, and the core makes that scale effective. Within the regime of partial passages, the formula for p suggests that the core strength mainly affects how fast the atom climbs, while the position of the hydrogenic crossing depends on n alone. A stronger core also hinders the turn at F = 0, however, and may thereby raise the threshold for a pulse of given length. Only c = 0.2 was run, so the dependence on core strength is not tested here.

The n dependence gives a further check. In the runs with delays, half ionisation lies between 0.9 and 1.0 Fc for both n = 12 and n = 15. Linear interpolation gives thresholds of about 5.8 and 1.9 kV/cm and a scaling exponent of 4.9. Allowing each threshold to lie anywhere in its interval gives an exponent between 4.4 and 5.4. The data therefore favour n⁻⁵ over n⁻⁴ even without relying on the interpolation.

The law 1/(3n⁵) fails when its ingredients are missing. States of high |m| contain only high l, hardly touch the core, and approach the behaviour of hydrogen. A very short pulse does not allow enough steps. If ωn³ is not small, direct transitions between manifolds matter and the slow-field picture no longer applies. The model itself has a single s-wave core and m = 0, so its thresholds illustrate the mechanism and do not predict those of a particular element. The full set of values is in the numerical output below.

Values computed for the example and the checks

```
Microwave frequency: 20.0 GHz
omega: 3.0397e-06 a.u.; omega*n^3 at n=15: 0.0103
Core strength c: 0.20; half-cycles: 1500
Pulse length without delays: 37.50 ns
Maximum random delay: 0.05 period; delayed runs averaged: 12
Stark test n=15: top slope 315.000 a.u., s weight 0.06667
Full Stark test n=10/11: quantum defect 0.04433
  hydrogen crossing field: 2.86729e-06 a.u.
  first-order crossing field: 2.89256e-06 a.u.
  smallest hydrogen gap found: 8.17e-11 a.u.
  gap with core: 6.8015e-06 a.u.
  gap formula: 7.3268e-06 a.u.
n=15/16 coupling V: 3.4722e-06 a.u.
Landau-Zener at F0=1.5 Fc: numeric 0.0797, formula 0.0795
n=12: Fc 1.1890e-06 a.u., 1/(3n^5) 1.3396e-06 a.u.
  model s quantum defect: 0.2068
  F0/Fc, exit n, leak per half-cycle, ionised delayed, periodic
  0.80  19  3.356e-07  0.0006  0.0001
  0.90  18  7.669e-07  0.0035  0.0001
  1.00  18  3.372e-02  0.9311  0.3494
  1.10  18  9.245e-02  0.9647  0.9035
  1.20  17  9.555e-02  0.9951  0.9186
  50% threshold: 1.1337e-06 a.u. = 5829.9 V/cm
  threshold/Fc: 0.954; threshold*3n^5: 0.846
n=15: Fc 3.9866e-07 a.u., 1/(3n^5) 4.3896e-07 a.u.
  model s quantum defect: 0.2192
  F0/Fc, exit n, leak per half-cycle, ionised delayed, periodic
  0.80  25  2.020e-07  0.0004  0.0000
  0.90  24  3.664e-05  0.1103  0.0061
  1.00  23  1.722e-02  0.9783  0.5970
  1.10  23  6.309e-02  0.9984  0.8931
  1.20  22  1.167e-01  0.9993  0.9257
  50% threshold: 3.7669e-07 a.u. = 1937.0 V/cm
  threshold/Fc: 0.945; threshold*3n^5: 0.858
Threshold scaling exponent, n=12 to 15: 4.938
n=15, F0=1.2 Fc: half-cycles, n<=15, n=16-18, n>=19, ionised
    10  0.4029  0.4604  0.0988  0.0378
   100  0.1048  0.1008  0.0403  0.7542
  1500  0.0007  0.0000  0.0000  0.9993
Ionised at 1.2 Fc with n=16 removed: 6.41e-05
Estimated top rung for n=15: 22.43
Hydrogen n=15, 1/(9n^4): 2.1948e-06 a.u. = 11286.1 V/cm
Hydrogen F*n^4: first order 0.1111, adiabatic 0.1298
Hydrogen F*n^4 from trajectories: 0.1296
Hydrogen trajectory field n=15: 13168.4 V/cm
Hydrogen trajectory / ladder threshold: 6.80
```
